\section*{Long-range dipole–dipole force constants in anisotropic insulators, part 1}

(Sections cited here and not found follow in the second part.)

Hartree atomic units and Gaussian electrostatics are used, so that two unit charges in vacuum interact with energy $1/r$. The crystal is an insulator with cell volume $\Omega$; atom $\kappa$ of cell $b$ sits at $\mathbf R_b+\boldsymbol\tau_\kappa$ and is displaced by $\mathbf u_{\kappa b}$. Greek indices $\alpha,\beta,\gamma$ are Cartesian and repeated ones are summed. The interatomic force constants are the second derivatives of the Born--Oppenheimer energy, and their lattice transform is taken with the full separation vector in the phase:
\begin{equation}
C_{\kappa\alpha,\kappa'\beta}(\mathbf d)=\frac{\partial^2E}{\partial u_{\kappa0\alpha}\,\partial u_{\kappa'b\beta}},\qquad
\tilde C(\mathbf q)=\sum_b C(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d},\qquad
\mathbf d=\mathbf R_b+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa .
\label{def}
\end{equation}
The tensor $\epsilon$ is the dielectric tensor at clamped nuclei, real, symmetric and positive definite. The static tensor does not enter, because a force constant is defined with all other nuclei held fixed. The Born effective charge $Z_{\kappa,\alpha\beta}=\Omega\,\partial P_\alpha/\partial u_{\kappa\beta}$ is the polarization produced by moving the whole sublattice $\kappa$ at zero macroscopic field. Its first index belongs to the polarization and its second to the displacement, and it need not be symmetric. For a vector $\mathbf r$ we write
\begin{equation}
\boldsymbol\Delta=\epsilon^{-1}\mathbf r,\qquad D(\mathbf r)=(\mathbf r\cdot\epsilon^{-1}\mathbf r)^{1/2},
\end{equation}
so that $D$ is the length of $\mathbf r$ in the metric $\epsilon^{-1}$.

For uniform sublattice displacements and a uniform macroscopic field $\mathbf E$, the electric enthalpy per cell is, to second order,
\begin{equation}
H=\tfrac12\sum_{\kappa\kappa'}\mathbf u_\kappa\cdot\Phi_{\kappa\kappa'}\mathbf u_{\kappa'}
-\sum_\kappa E_\alpha Z_{\kappa,\alpha\beta}u_{\kappa\beta}
-\frac{\Omega}{8\pi}\,\mathbf E\cdot(\epsilon-1)\mathbf E .
\end{equation}
The coefficients of the last two terms are fixed by $\Omega\mathbf P=-\partial H/\partial\mathbf E$ together with the definitions of $Z$ and $\epsilon$. Differentiating with respect to $\mathbf E$ and to $\mathbf u$ gives
\begin{equation}
\mathbf P=\mathbf P_0+\frac{\epsilon-1}{4\pi}\mathbf E,\quad \mathbf P_0=\frac1\Omega\sum_\kappa Z_\kappa\mathbf u_\kappa,
\qquad
F_{\kappa\beta}=-(\Phi u)_{\kappa\beta}+Z_{\kappa,\alpha\beta}E_\alpha .
\label{PF}
\end{equation}
The same tensor converts a displacement into a dipole, as $Z$, and a field into a force, as $Z^T$. One physical assumption is now made: at fixed macroscopic field the response of an insulator is short-ranged, so that for a displacement wave of wavevector $\mathbf q$ the coefficients $\Phi$, $Z$, $\epsilon$ become analytic functions of $\mathbf q$, and (\ref{PF}) holds locally to leading order in $q$. All long-range coupling is then carried by $\mathbf E$. Its leading-order consequence, the singular term derived next, is confirmed analytically in a lattice model further on.

Let sublattice $\kappa'$ carry the wave $\mathbf u_{\kappa'b}=\mathbf U e^{i\mathbf q\cdot(\mathbf R_b+\boldsymbol\tau_{\kappa'})}$, so that $\mathbf P_0=\Omega^{-1}Z_{\kappa'}\mathbf U e^{i\mathbf q\cdot\mathbf r}$. The field is curl-free, $\mathbf E=-\nabla\phi=-i\mathbf q\,\phi$, and there is no free charge, $\nabla\cdot(\mathbf E+4\pi\mathbf P)=\nabla\cdot(\epsilon\mathbf E+4\pi\mathbf P_0)=0$. Since $i\mathbf q\cdot\epsilon(-i\mathbf q\phi)=(\mathbf q\cdot\epsilon\mathbf q)\phi$,
\begin{equation}
\phi=-\frac{4\pi i\,\mathbf q\cdot\mathbf P_0}{\mathbf q\cdot\epsilon\mathbf q},\qquad
\mathbf E=-i\mathbf q\,\phi=-4\pi\,\frac{\mathbf q\,(\mathbf q\cdot\mathbf P_0)}{\mathbf q\cdot\epsilon\mathbf q}.
\end{equation}
By (\ref{def}) the force on atom $\kappa$ of cell 0 is $-\sum_bC(\mathbf d)\mathbf u_{\kappa'b}=-\tilde C(\mathbf q)\mathbf U e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}$. Comparing with $Z_\kappa^T\mathbf E(\boldsymbol\tau_\kappa)$, the two minus signs cancel and the field-mediated part is
\begin{equation}
\tilde C^{\rm NA}_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\frac{4\pi}{\Omega}\,
\frac{(q_\gamma Z_{\kappa,\gamma\alpha})(q_{\gamma'}Z_{\kappa',\gamma'\beta})}{\mathbf q\cdot\epsilon\mathbf q}.
\label{NA}
\end{equation}
It depends on the direction of $\mathbf q$ but not on its length, and has no limit at $\mathbf q=0$.

The large-$d$ behaviour of $C(\mathbf d)=\Omega(2\pi)^{-3}\int_{\rm BZ}\tilde C(\mathbf q)e^{-i\mathbf q\cdot\mathbf d}d^3q$ is set by this singular point alone. Let $w(\mathbf q)$ be smooth, equal to 1 near $\mathbf q=0$ and zero before the zone boundary. The part $(1-w)\tilde C$ is smooth, and the integrand is periodic, so integration by parts leaves no boundary terms; each application of $-\nabla_q^2$ supplies a factor $d^2$, and this part of $C$ falls faster than any power of $d$. In the part $w\tilde C$ the integral already runs over all of $\mathbf q$ space. For the term (\ref{NA}), $w$ may be replaced by 1: the function $h=(1-w)\tilde C^{\rm NA}$ is smooth, $(-\nabla_q^2)^m h$ falls as $q^{-2m}$ and is integrable for $2m>3$, so $d^{2m}$ times the transform of $h$ is bounded for every such $m$. The leading tail is therefore the continuum transform of (\ref{NA}), in which the factors $\Omega$ cancel:
\begin{equation}
C^{\rm DD}(\mathbf d)=Z_\kappa^T\,T(\mathbf d)\,Z_{\kappa'},\qquad
T_{\alpha\beta}(\mathbf d)=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{4\pi q_\alpha q_\beta}{\mathbf q\cdot\epsilon\mathbf q}\,e^{-i\mathbf q\cdot\mathbf d}=-\partial_\alpha\partial_\beta G(\mathbf d),
\label{TG}
\end{equation}
because $\partial_\alpha\partial_\beta$ acting on the exponential gives $-q_\alpha q_\beta$. Here $G$ is the function whose transform is $4\pi/(\mathbf q\cdot\epsilon\mathbf q)$; it is even, so the sign in the exponent is immaterial.

$G$ is the potential of a unit charge in the dielectric. With free charge, $\nabla\cdot(\epsilon\mathbf E+4\pi\mathbf P_0)=4\pi\rho$ reads $\nabla\cdot\epsilon\nabla\phi=-4\pi(\rho-\nabla\cdot\mathbf P_0)$, and the equation $\nabla\cdot\epsilon\nabla G=-4\pi\delta(\mathbf r)$ transforms into $(\mathbf q\cdot\epsilon\mathbf q)\tilde G=4\pi$. To solve it, let $\epsilon^{1/2}$ be the symmetric positive square root and set $\mathbf r=\epsilon^{1/2}\mathbf s$. The chain rule gives $\nabla_r=\epsilon^{-1/2}\nabla_s$, hence $\nabla_r\cdot\epsilon\nabla_r=\nabla_s\cdot\epsilon^{-1/2}\epsilon\,\epsilon^{-1/2}\nabla_s=\nabla_s^2$. The volume element is $d^3r=\sqrt{\det\epsilon}\,d^3s$, so $\delta(\mathbf r)=\delta(\mathbf s)/\sqrt{\det\epsilon}$. The equation has become the vacuum Poisson equation for a charge $1/\sqrt{\det\epsilon}$, and $|\mathbf s|^2=\mathbf r\cdot\epsilon^{-1}\mathbf r=D^2$. The solution that vanishes at infinity is
\begin{equation}
G(\mathbf r)=\frac{1}{\sqrt{\det\epsilon}\;D(\mathbf r)} .
\label{G}
\end{equation}
The Fourier integral gives the same result without any change of variables. Put $\mathbf q=q\mathbf n$ with $\mathbf n$ a unit vector. The factor $q^2$ of the volume element cancels the $q^2$ in the denominator, the sine part of the exponential is odd under $\mathbf n\to-\mathbf n$ and drops out, and $\int_0^\infty\cos(qt)\,dq=\pi\delta(t)$. With $\mu=\mathbf n\cdot\hat{\mathbf r}$, solid angle $d\omega=d\mu\,d\varphi$ and $\delta(r\mu)=\delta(\mu)/r$,
\begin{equation}
G(\mathbf r)=\frac{4\pi\cdot\pi}{(2\pi)^3}\int d\omega\,\frac{\delta(\mathbf n\cdot\mathbf r)}{\mathbf n\cdot\epsilon\mathbf n}
=\frac{1}{2\pi r}\oint_{\mathbf n\perp\mathbf r}\frac{d\varphi}{\mathbf n\cdot\epsilon\mathbf n}.
\label{circle}
\end{equation}
If $A$ and $B$ are the eigenvalues of the $2\times2$ block of $\epsilon$ in the plane normal to $\mathbf r$, the substitution $t=\tan\varphi$ turns $\oint d\varphi/(A\cos^2\varphi+B\sin^2\varphi)$ into $2\int_{-\infty}^{\infty}dt/(A+Bt^2)=2\pi/\sqrt{AB}$. The product $AB$ is the cofactor of the element $\hat{\mathbf r}\cdot\epsilon\hat{\mathbf r}$, which by Cramer's rule equals $\det\epsilon\;\hat{\mathbf r}\cdot\epsilon^{-1}\hat{\mathbf r}$. Thus $G=1/(r\sqrt{AB})$ is (\ref{G}). Equation (\ref{circle}) shows that the potential in direction $\hat{\mathbf r}$ is governed by the dielectric response in the plane perpendicular to $\hat{\mathbf r}$.

The signs in (\ref{TG}) can be traced in real space. One displaced atom at $\mathbf r'$ is, at long wavelengths, the source $\mathbf P_0=\mathbf p'\delta(\mathbf r-\mathbf r')$ with $\mathbf p'=Z_{\kappa'}\mathbf u'$. Its potential is $\phi(\mathbf r)=-\int G(\mathbf r-\mathbf r'')\,\nabla''\!\cdot\mathbf P_0\,d^3r''$. Integration by parts moves the derivative onto $G$, and $\nabla''G=-\nabla G$, so $\phi=-\mathbf p'\cdot\nabla G(\mathbf r-\mathbf r')$ and $E_\alpha=+p'_\beta\,\partial_\alpha\partial_\beta G=-T_{\alpha\beta}p'_\beta$. The force on atom $\kappa$ is $Z_\kappa^T\mathbf E=-Z_\kappa^TTZ_{\kappa'}\mathbf u'$, and $C=-\partial\mathbf F/\partial\mathbf u'$ reproduces (\ref{TG}).

For $\mathbf d\neq0$ the derivatives are elementary. From $D^2=d_\gamma\epsilon^{-1}_{\gamma\gamma'}d_{\gamma'}$ and the symmetry of $\epsilon^{-1}$ follows $2D\,\partial_\alpha D=2\Delta_\alpha$, and $\partial_\beta\Delta_\alpha=\epsilon^{-1}_{\alpha\beta}$. Then
\begin{align}
\partial_\alpha D^{-1}&=-D^{-2}\,\Delta_\alpha/D=-\Delta_\alpha D^{-3},\\
\partial_\beta\partial_\alpha D^{-1}&=-\epsilon^{-1}_{\alpha\beta}D^{-3}+3\Delta_\alpha D^{-4}\,\Delta_\beta/D ,
\end{align}
and the dipole--dipole force constants are
\begin{equation}
C^{\rm DD}_{\kappa\alpha,\kappa'\beta}(\mathbf d)=
\frac{Z_{\kappa,\alpha'\alpha}\,Z_{\kappa',\beta'\beta}}{\sqrt{\det\epsilon}}
\left[\frac{\epsilon^{-1}_{\alpha'\beta'}}{D^3}-\frac{3\Delta_{\alpha'}\Delta_{\beta'}}{D^5}\right],\qquad \mathbf d\ne0 .
\label{result}
\end{equation}
This is the leading term of the true force constants at large $d$, not their value at every distance. Because $T$ is symmetric and even, $C^{\rm DD}_{\kappa\alpha,\kappa'\beta}(\mathbf d)=C^{\rm DD}_{\kappa'\beta,\kappa\alpha}(-\mathbf d)$, as second derivatives require.

The sense in which (\ref{result}) decays as $D^{-3}$ can be made exact. Since $\epsilon^{1/2}\boldsymbol\Delta=\epsilon^{-1/2}\mathbf d=D\,\hat{\mathbf s}$ with $\hat{\mathbf s}$ a unit vector,
\begin{equation}
\epsilon^{1/2}T\epsilon^{1/2}=\frac{1-3\,\hat{\mathbf s}\hat{\mathbf s}^T}{\sqrt{\det\epsilon}\,D^3},
\label{eig}
\end{equation}
with eigenvalues $(1,1,-2)/(\sqrt{\det\epsilon}\,D^3)$, which are constant on each ellipsoid of fixed $D$. Individual Cartesian components of $T$ and of $C^{\rm DD}$ still depend on direction; along any fixed ray they scale as $T(\lambda\mathbf d)=\lambda^{-3}T(\mathbf d)$. The trace of (\ref{eig}) gives $\epsilon_{\alpha\beta}T_{\alpha\beta}=0$, which is the homogeneous field equation for $G$. For $\epsilon=\varepsilon\,1$ one has $D=d/\sqrt\varepsilon$, $\sqrt{\det\epsilon}=\varepsilon^{3/2}$, and $T=(1-3\hat{\mathbf d}\hat{\mathbf d}^T)/(\varepsilon d^3)$, the vacuum dipole tensor divided by $\varepsilon$. For $\mathbf d$ along principal axis $i$, $D=d/\sqrt{\epsilon_i}$, and
\begin{equation}
T_{ii}=-\frac{2\,\epsilon_i^{1/2}}{\sqrt{\det\epsilon}\,d^3},\qquad
T_{jj}=\frac{\epsilon_i^{3/2}}{\epsilon_j\sqrt{\det\epsilon}\,d^3}\quad(j\neq i),
\label{axis}
\end{equation}
(no sums). At equal Euclidean distance $D$ is smallest along the axis of largest $\epsilon_i$, in accord with (\ref{circle}), where only the perpendicular components screen.

The expression (\ref{result}) is not the whole transform of (\ref{NA}); a term concentrated at $\mathbf d=0$ is missing. Apply $-\partial_\alpha\partial_\beta G$ to a smooth test function $f$. Since $G\sim r^{-1}$ and $\nabla G\sim r^{-2}$ are integrable at the origin, this equals $\int\partial_\alpha f\,\partial_\beta G\,d^3r$, and the ellipsoid $D<\eta$ may be cut out as $\eta\to0$. Integrating by parts over the exterior, whose outward normal on the ellipsoid is $-\mathbf n$,
\begin{equation}
\int_{D>\eta}\partial_\alpha f\,\partial_\beta G\,d^3r=\int_{D>\eta}f\,T_{\alpha\beta}\,d^3r-\oint f\,n_\alpha\,\partial_\beta G\,dS .
\end{equation}
For any $g$, the divergence theorem used once in $\mathbf r$ and once in $\mathbf s$ gives $\oint n_\alpha g\,dS=\sqrt{\det\epsilon}\,\epsilon^{-1/2}_{\alpha\gamma}\oint\hat s_\gamma\,g\,\eta^2d\omega_s$. On the surface $\partial_\beta G=-\Delta_\beta/(\sqrt{\det\epsilon}\,\eta^3)$ with $\boldsymbol\Delta=\eta\,\epsilon^{-1/2}\hat{\mathbf s}$. All powers of $\eta$ and both determinants cancel, and $\oint\hat s_\gamma\hat s_{\gamma'}d\omega_s=(4\pi/3)\delta_{\gamma\gamma'}$, so
\begin{equation}
-\partial_\alpha\partial_\beta G={\rm PV}\,T_{\alpha\beta}+\frac{4\pi}{3}\,\epsilon^{-1}_{\alpha\beta}\,\delta(\mathbf r),
\label{contact}
\end{equation}
where PV means exclusion of the ellipsoid. Contraction with $\epsilon_{\alpha\beta}$ returns $4\pi\delta$, as the equation for $G$ demands. The principal value exists because the angular mean of $T$ vanishes. The integral of $T$ over the shell $\eta<D<\lambda\eta$ is zero by (\ref{eig}), since $\oint(1-3\hat{\mathbf s}\hat{\mathbf s}^T)d\omega_s=0$; in ordinary polar coordinates the same integral is $\int d\omega\,T(\hat{\mathbf r})\int dr/r=\ln\lambda\int d\omega\,T(\hat{\mathbf r})$, the radial limits being $\eta/D(\hat{\mathbf r})$ and $\lambda\eta/D(\hat{\mathbf r})$. The forward transform can then be reduced to an angular integral. The cosine integral obeys $\int_a^\infty\cos(kr)\,dr/r\to-\gamma_{\rm E}-\ln(|k|a)$ for $a\to0$, with $\gamma_{\rm E}$ Euler's constant; here $k=q\,\hat{\mathbf q}\cdot\hat{\mathbf r}$ and $a=\eta/D(\hat{\mathbf r})$. The constants $\gamma_{\rm E}$ and $\ln(q\eta)$ multiply the vanishing mean, and (\ref{contact}) states that
\begin{equation}
-\int d\omega\;T_{\alpha\beta}(\hat{\mathbf r})\,\ln\frac{|\hat{\mathbf q}\cdot\hat{\mathbf r}|}{D(\hat{\mathbf r})}
=\frac{4\pi q_\alpha q_\beta}{\mathbf q\cdot\epsilon\mathbf q}-\frac{4\pi}{3}\epsilon^{-1}_{\alpha\beta}.
\label{FT}
\end{equation}
In vacuum with $\mathbf q$ along $z$, the $zz$ component of the left side is $-4\pi\int_0^1(1-3\mu^2)\ln\mu\,d\mu=-4\pi(-1+\tfrac13)=8\pi/3$, equal to $4\pi-4\pi/3$.

The contact term is constant in $\mathbf q$, belongs with the short-range part of the force constants, and does not affect the tail. The on-site constant itself is fixed by translation invariance, the acoustic sum rule $\sum_{\kappa'b}C_{\kappa\alpha,\kappa'\beta}(\mathbf d)=0$. A sum of $d^{-3}$ terms over one sublattice converges only conditionally, because $\int d^3r/r^3$ diverges logarithmically; this is the real-space face of the missing limit of (\ref{NA}). A rigid translation of a neutral crystal produces no polarization, so $\sum_\kappa Z_\kappa=0$. Summed cell by cell, $\sum_{\kappa'}T(\mathbf R_b+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)Z_{\kappa'}=T(\mathbf R_b)\sum_{\kappa'}Z_{\kappa'}+O(R_b^{-4})$ loses its leading term, and the sum rule converges absolutely.

The leading long-distance force constants are now established as the dipole–dipole form (\ref{result}), together with the contact term at the origin. What remains is to treat the corrections and limits of validity, the use in Fourier interpolation, a worked example, and the test in a lattice model.
